# Length and velocity oscillator strengths of helium at finite nuclear mass, part 1

(Sections cited here and not found follow in the second part.)

## The velocity operator of an atom whose nucleus moves

**Q:** I want the oscillator strength of the helium line from $1\,^1S$ to $2\,^1P$ with a nucleus of finite mass. In the length form I use the electron positions, in the velocity form their momenta. For the moving nucleus I replace the electron mass by the reduced mass, so the velocity operator becomes total momentum divided by reduced mass. Why should anything more be needed?

**A:** Whether that is enough depends on the Hamiltonian whose eigenstates you use, so let us derive it first. I take a point nucleus of charge 2, nonrelativistic motion and Coulomb forces. In atomic units the electron mass, $\hbar$ and the elementary charge are 1, and $M$ is the nuclear mass in electron masses. In the laboratory the electrons are at $\mathbf x_1,\mathbf x_2$ and the nucleus is at $\mathbf X$. Define

$$\mathbf r_i=\mathbf x_i-\mathbf X,\qquad \mathbf C=\frac{\mathbf x_1+\mathbf x_2+M\mathbf X}{M+2}.$$

Let $\mathbf p_i=-i\nabla_{\mathbf r_i}$ be the momentum conjugate to $\mathbf r_i$, taken with the other relative position and $\mathbf C$ held fixed, and let $\mathbf K=-i\nabla_{\mathbf C}$ be the total momentum.

**Q:** Is $\mathbf p_1$ then the momentum of electron 1 in the laboratory?

**A:** It is when the atom as a whole is at rest. The chain rule gives the general relation. Moving $\mathbf x_1$ changes $\mathbf r_1$ at unit rate and $\mathbf C$ at the rate $1/(M+2)$. Moving $\mathbf X$ changes both $\mathbf r_1$ and $\mathbf r_2$ at the rate $-1$, and $\mathbf C$ at the rate $M/(M+2)$. The laboratory momenta are therefore

$$\mathbf p_i^{\rm lab}=\mathbf p_i+\frac{\mathbf K}{M+2},\qquad
\mathbf p_N^{\rm lab}=-\mathbf P+\frac{M\,\mathbf K}{M+2},\qquad \mathbf P=\mathbf p_1+\mathbf p_2 .$$

For $\mathbf K=0$ the nucleus carries $-\mathbf P$, which balances the two electrons.

**Q:** Then write out the kinetic energy, including the cross terms with $\mathbf K$.

**A:** The kinetic energy is half the squared momentum of each electron, plus the squared nuclear momentum over $2M$:

$$T=\frac12\sum_{i=1}^{2}\Big(\mathbf p_i+\frac{\mathbf K}{M+2}\Big)^2+\frac1{2M}\Big(-\mathbf P+\frac{M\mathbf K}{M+2}\Big)^2 .$$

All these momenta commute, so the squares expand as for ordinary vectors. The electrons give the cross term $+\mathbf P\cdot\mathbf K/(M+2)$. The nucleus gives

$$\frac{1}{2M}\Big(-2\,\mathbf P\cdot\frac{M\mathbf K}{M+2}\Big)=-\frac{\mathbf P\cdot\mathbf K}{M+2},$$

and the two cancel. The terms in $K^2$ add to

$$\frac{K^2}{(M+2)^2}+\frac{MK^2}{2(M+2)^2}=\frac{(2+M)K^2}{2(M+2)^2}=\frac{K^2}{2(M+2)},$$

the kinetic energy of the whole atom. What remains is internal:

$$T_{\rm int}=\frac{p_1^2+p_2^2}{2}+\frac{P^2}{2M}.$$

Now insert $P^2=p_1^2+p_2^2+2\,\mathbf p_1\cdot\mathbf p_2$. The squares combine, and the product keeps the coefficient $2/(2M)=1/M$:

$$H=\frac{p_1^2+p_2^2}{2\mu}+\frac{\mathbf p_1\cdot\mathbf p_2}{M}+V,\qquad \frac1\mu=1+\frac1M,$$

$$V=-\frac2{r_1}-\frac2{r_2}+\frac1{r_{12}} .$$

The term $\mathbf p_1\cdot\mathbf p_2/M$ is the mass polarization. It and the reduced mass $\mu$ both come from the one expression $P^2/(2M)$, the kinetic energy of the recoiling nucleus.

**Q:** I accept the Hamiltonian. But if the nucleus moves, should its charge not appear in the dipole moment too?

**A:** It does. With charges $-1,-1$ and $+2$ the dipole moment is

$$\mathbf d=-\mathbf x_1-\mathbf x_2+2\mathbf X=-(\mathbf x_1-\mathbf X)-(\mathbf x_2-\mathbf X)=-\mathbf R,\qquad \mathbf R=\mathbf r_1+\mathbf r_2 .$$

Because the atom is neutral, $\mathbf C$ drops out and no mass factor appears. The length operator is $\mathbf R$ for every value of $M$.

**Q:** And for a two-electron ion with nuclear charge $Z$?

**A:** Then $\mathbf d=-\mathbf R+(Z-2)\mathbf X$. From the definition of $\mathbf C$ we have $\mathbf x_1+\mathbf x_2+M\mathbf X=\mathbf R+(M+2)\mathbf X$, so $\mathbf X=\mathbf C-\mathbf R/(M+2)$. Hence

$$\mathbf d=(Z-2)\,\mathbf C-\Big(1+\frac{Z-2}{M+2}\Big)\mathbf R .$$

The first term involves only the position of the ion as a whole. The second is the internal dipole, with a constant factor that multiplies the length and velocity amplitudes alike. It cannot affect their agreement, and I keep to the neutral atom.

**Q:** Where does a velocity form come from at all? I would simply write down a velocity.

**A:** The two forms are linked by the equation of motion. The operator for the rate of change of $\mathbf R$ is

$$\mathbf W=i[H,\mathbf R].$$

Let $|0\rangle$ and $|n\rangle$ be eigenstates of this same $H$, with energies $E_0$ and $E_n$, and let $\omega=E_n-E_0$. Since $H$ is Hermitian, it may act to the left on $\langle n|$ and to the right on $|0\rangle$:

$$\langle n|\mathbf W|0\rangle=i\langle n|H\mathbf R-\mathbf R H|0\rangle=i(E_n-E_0)\langle n|\mathbf R|0\rangle=i\omega\langle n|\mathbf R|0\rangle .$$

This identity makes the two forms equivalent. It holds for the commutator with the operator whose eigenstates are used, so we are not free to choose the velocity separately.

**Q:** Compute it, then. I expect $\mathbf P/\mu$ from the squares. The mass polarization contains no position, so I would expect it to commute with the dipole.

**A:** It would commute with a momentum. With a position it does not. Start from $[p_{ia},r_{jb}]=-i\,\delta_{ij}\delta_{ab}$, where $i,j$ number the electrons and $a,b$ the Cartesian components. The product rule $[AB,C]=A[B,C]+[A,C]B$ gives $[p_i^2,r_{ib}]=-2i\,p_{ib}$, and therefore

$$i\Big[\frac{p_1^2+p_2^2}{2\mu},R_b\Big]=\frac{i(-2i)}{2\mu}\,(p_{1b}+p_{2b})=\frac{P_b}{\mu}.$$

That is your operator. The same rule applied to the mass polarization gives

$$i\Big[\frac{\mathbf p_1\cdot\mathbf p_2}{M},R_b\Big]
=\frac iM\sum_a\Big(p_{1a}[p_{2a},r_{2b}]+[p_{1a},r_{1b}]\,p_{2a}\Big)
=\frac iM(-i)(p_{1b}+p_{2b})=\frac{P_b}{M}.$$

The potential is a function of positions and commutes with $\mathbf R$. Adding the parts,

$$\mathbf W=\Big(\frac1\mu+\frac1M\Big)\mathbf P=\Big(1+\frac2M\Big)\mathbf P .$$

**Q:** This looks like double counting. The reduced mass already describes the recoil of the nucleus. Why does a second $1/M$ enter with the same size?

**A:** Look at the velocities of the particles. An electron has mass 1, so its laboratory velocity equals its laboratory momentum. The nuclear velocity is its momentum over $M$:

$$\mathbf v_i=\mathbf p_i+\frac{\mathbf K}{M+2},\qquad \mathbf v_N=-\frac{\mathbf P}{M}+\frac{\mathbf K}{M+2}.$$

The motion of the atom as a whole cancels in the difference,

$$\mathbf v_1-\mathbf v_N=\mathbf p_1+\frac{\mathbf p_1+\mathbf p_2}{M}=\frac{\mathbf p_1}{\mu}+\frac{\mathbf p_2}{M}.$$

Electron 1 makes the nucleus recoil, which gives the reduced mass. Electron 2 also makes it recoil, and this too changes the velocity of electron 1 measured from the nucleus. The sum over both electrons is

$$(\mathbf v_1-\mathbf v_N)+(\mathbf v_2-\mathbf v_N)=\mathbf P+\frac{2\mathbf P}{M}=\mathbf W .$$

The nuclear velocity is subtracted twice, once for each electron. The form $\mathbf P/\mu$ contains the recoil due to each electron itself and omits the recoil due to its partner. The second $1/M$ is that missing half.

**Q:** A light wave does not measure velocities relative to the nucleus. It couples to charges. Does the coupling contain this factor as well?

**A:** Yes, and it can be seen without a commutator. Take a vector potential $\mathbf A$ that is uniform over the atom, with the factor $1/c$ absorbed in it. A particle of charge $q$ and mass $m$ has the linear coupling $-(q/m)\,\mathbf p^{\rm lab}\cdot\mathbf A$. The electrons have $q=-1$ and $m=1$, and the nucleus has $q=2$ and $m=M$. For $\mathbf K=0$ the sum is

$$+\mathbf p_1\cdot\mathbf A+\mathbf p_2\cdot\mathbf A-\frac2M(-\mathbf P)\cdot\mathbf A=\Big(1+\frac2M\Big)\mathbf P\cdot\mathbf A=\mathbf W\cdot\mathbf A .$$

The whole term $2/M$ is the electric current of the nucleus, and $\mathbf P/\mu$ contains only half of it. For $\mathbf K\neq0$ the electrons add $+2\mathbf K\cdot\mathbf A/(M+2)$ and the nucleus adds $-2\mathbf K\cdot\mathbf A/(M+2)$, so a neutral atom gains nothing from its overall motion in this approximation.

**Q:** Test the argument on hydrogen. There the reduced mass alone is known to suffice.

**A:** For a neutral atom with $N$ electrons, $P^2/(2M)$ produces one term $\mathbf p_i\cdot\mathbf p_j/M$ for each pair. In the commutator with $\mathbf R$, a given $\mathbf p_j$ survives once for each of its $N-1$ partners. Thus

$$\mathbf W_N=\Big(\frac1\mu+\frac{N-1}{M}\Big)\mathbf P=\Big(1+\frac NM\Big)\mathbf P .$$

For $N=1$ there is no mass polarization and $\mathbf W_1=\mathbf p/\mu$, as you say. Helium is the first atom in which the reduced mass is insufficient. For $M\to\infty$ the distinction disappears for any fixed $N$.

**Q:** I could choose coordinates in which the kinetic energy has no cross term. Mass polarization would be absent, and with it your commutator.

**A:** The cross term would be absent, but the velocity operator would not change. Refer electron 2 to the centre of mass of the nucleus and electron 1:

$$\boldsymbol\rho_1=\mathbf r_1,\qquad \boldsymbol\rho_2=\mathbf r_2-\frac{\mathbf r_1}{M+1}.$$

With conjugate momenta $\boldsymbol\pi_1,\boldsymbol\pi_2$, the chain rule gives $\mathbf p_1=\boldsymbol\pi_1-\boldsymbol\pi_2/(M+1)$ and $\mathbf p_2=\boldsymbol\pi_2$. In the kinetic energy the coefficient of $\boldsymbol\pi_1\cdot\boldsymbol\pi_2$ is

$$-\frac{1}{\mu(M+1)}+\frac1M=-\frac1M+\frac1M=0,$$

since $1/\mu=(M+1)/M$. The coefficient of $\pi_1^2$ is $(M+1)/(2M)$, and that of $\pi_2^2$ is

$$\frac{M+1}{2M}\Big[1+\frac1{(M+1)^2}\Big]-\frac{1}{M(M+1)}=\frac{(M+1)^2-1}{2M(M+1)}=\frac{M+2}{2(M+1)} .$$

The dipole, however, has become unsymmetrical: $\mathbf R=\frac{M+2}{M+1}\boldsymbol\rho_1+\boldsymbol\rho_2$. Its commutator with the two squares is

$$\mathbf W=\frac{M+2}{M+1}\,\frac{M+1}{M}\,\boldsymbol\pi_1+\frac{M+2}{M+1}\,\boldsymbol\pi_2
=\frac{M+2}{M}\Big(\boldsymbol\pi_1+\frac{M}{M+1}\boldsymbol\pi_2\Big).$$

The bracket is $\mathbf p_1+\mathbf p_2$, because $1-1/(M+1)=M/(M+1)$. So $\mathbf W=(1+2/M)\mathbf P$ again. The division into a reduced-mass part and a mass-polarization part belongs to coordinates measured from the nucleus. The total operator does not depend on that choice.

**Q:** You used $[V,\mathbf R]=0$. Is that safe?

**A:** It is safe for the Coulomb potential here. If $V$ were replaced by a nonlocal model potential, which does not act by multiplication with a function of position, the term $i[V,\mathbf R]$ would have to be added to the $\mathbf W$ found above.

## From the operator to the oscillator strength

**Q:** Let me restate what I have accepted. Positions $\mathbf r_i$ are measured from the nucleus, $\mathbf p_i$ are their conjugate momenta, $\mathbf R=\mathbf r_1+\mathbf r_2$ and $\mathbf P=\mathbf p_1+\mathbf p_2$. The nuclear mass is $M$ in electron masses, and $1/\mu=1+1/M$. The internal Hamiltonian is $H=(p_1^2+p_2^2)/(2\mu)+\mathbf p_1\cdot\mathbf p_2/M+V$. Its commutator with the dipole gives $\mathbf W=i[H,\mathbf R]=(1+2/M)\mathbf P$, and between its eigenstates $\langle n|\mathbf W|0\rangle=i\omega\langle n|\mathbf R|0\rangle$ with $\omega=E_n-E_0$. Now define the oscillator strengths, so that no mass can hide in a convention.

**A:** I define the length form with the electron mass, which is 1, and sum over the three components of the final $P$ level:

$$f_L=\frac{2\omega}{3}\sum_{m}\big|\langle n,m|\mathbf R|0\rangle\big|^2 .$$

Use the Cartesian components $|n_x\rangle,|n_y\rangle,|n_z\rangle$ of that level. Since $|0\rangle$ is an $S$ state, $R_a|0\rangle$ overlaps with $|n_a\rangle$ alone, and by rotational symmetry the three amplitudes are equal. The sum is three times one square. Writing $|n\rangle$ for $|n_z\rangle$,

$$f_L=2\omega\,|\langle n|R_z|0\rangle|^2,\qquad f_V=\frac2\omega\,|\langle n|W_z|0\rangle|^2 .$$

Inserting the identity gives $f_V=(2/\omega)\,\omega^2|\langle n|R_z|0\rangle|^2=f_L$. Had we put $\mu$ in place of the electron mass in the definition, both forms would have acquired the same factor.

**Q:** And with my operator $\mathbf P/\mu$?

**A:** Consider any multiple $c\,\mathbf P$ with $c>0$. As $\mathbf P=\mathbf W/(1+2/M)$, the strength computed from it is

$$f_c=\frac{c^2}{(1+2/M)^2}\,f_L .$$

If the dipole amplitude is not zero, this equals $f_L$ for $c=1+2/M$ and for no other positive $c$. Your choice $c=1+1/M$ gives a strength $f_V'$ with

$$\frac{f_V'}{f_L}=\Big(\frac{1+1/M}{1+2/M}\Big)^2=\Big(\frac{M+1}{M+2}\Big)^2=\Big(1-\frac1{M+2}\Big)^2 ,$$

which is $1-2/M$ to first order in $1/M$. The amplitude is too small by the relative amount $1/M$ to this order, and squaring doubles it. If the amplitude vanishes by symmetry, every choice of $c$ gives zero and the comparison says nothing.

**Q:** Yet I could drop mass polarization from the Hamiltonian as well. Then $\mathbf P/\mu$ is the right commutator, and my two forms agree.

For eigenstates of the Hamiltonian with mass polarization, the velocity operator is $(1+2/M)\mathbf P$, and using $\mathbf P/\mu$ instead makes the velocity strength too small by the factor $[(M+1)/(M+2)]^2$. It remains to answer the objection that mass polarization could be dropped from the Hamiltonian as well, and to test the result with a sum rule and computed values.
